# Warped heavy-hole and light-hole bands from the squared Luttinger Hamiltonian, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Hamiltonian to the two dispersions

### The decision that depends on the result

Anyone who computes the hole density or the hole conductivity of p-type silicon must decide how to represent the valence band. One may assign a constant mass to each band, evaluate a formula that depends on direction, or diagonalize a matrix at every wave vector of the integration grid. The four-band Luttinger model allows the second choice: its \(4\times4\) matrix has eigenvalues in closed form. The formula shows how far a constant mass can be trusted, and a comparison with a larger model shows when the matrix itself must be enlarged.

The closed form comes from one observation. After its average energy is removed, the Hamiltonian squares to a number times the unit matrix. No quartic equation then has to be solved.

### The Hamiltonian and its conventions

The top of the valence band of a diamond-type crystal lies at wave vector \(\mathbf k=0\). Four states meet there and transform like the states of an angular momentum \(3/2\). A further pair, the split-off band, lies lower in electron energy by the spin-orbit splitting \(\Delta\) and is left out for now. The crystal has an inversion centre, and strain and external fields are absent.

Hole energy is counted positive downward from the valence-band edge, so a hole at rest has energy zero. With

\[
A=\frac{\hbar^2}{2m_0},
\]

where \(m_0\) is the free-electron mass, the model is defined to second order in \(\mathbf k\) by \(H=A\,h\) and

\[
h=\left(\gamma_1+\tfrac52\gamma_2\right)k^2
-2\gamma_2\sum_i k_i^2J_i^2
-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}.
\tag{1}
\]

Here \(i,j\) run over the cubic axes \(x,y,z\). The \(J_i\) are dimensionless spin-\(3/2\) matrices with \([J_x,J_y]=iJ_z\) and its cyclic partners. The bracket is the symmetrized product

\[
\{B,C\}=\tfrac12(BC+CB).
\]

The factor \(1/2\) matters, because without it the last coefficient in (1) would be \(-2\gamma_3\). The Luttinger parameters \(\gamma_1,\gamma_2,\gamma_3\) are real and dimensionless.

A wave vector along \(z\) shows what the first two parameters mean. Then \(h\) is diagonal, and the state with \(J_z=m\) has

\[
h_m=\left(\gamma_1+\tfrac52\gamma_2-2\gamma_2m^2\right)k^2 .
\]

For \(m=\pm3/2\) this is \((\gamma_1+\frac52\gamma_2-\frac92\gamma_2)k^2=(\gamma_1-2\gamma_2)k^2\). For \(m=\pm1/2\) it is \((\gamma_1+\frac52\gamma_2-\frac12\gamma_2)k^2=(\gamma_1+2\gamma_2)k^2\). If \(\gamma_1>2\gamma_2>0\), the first pair has the smaller kinetic energy and therefore the larger mass.

### Removing the trace

The eigenvalues of each \(J_i\) are \(\pm3/2\) and \(\pm1/2\), because all axes are equivalent under rotation. Hence

\[
\operatorname{Tr}J_i^2=\tfrac94+\tfrac14+\tfrac14+\tfrac94=5 .
\]

For \(i\ne j\), a rotation by \(\pi\) about axis \(i\) keeps \(J_i\) and reverses \(J_j\). A rotation does not change a trace, so \(\operatorname{Tr}(J_iJ_j)=-\operatorname{Tr}(J_iJ_j)=0\). The trace of (1) is therefore

\[
\operatorname{Tr}h=4\left(\gamma_1+\tfrac52\gamma_2\right)k^2-10\gamma_2k^2=4\gamma_1k^2 .
\]

The average of the four eigenvalues is \(\gamma_1k^2\). We write \(h=\gamma_1k^2+M\), where a number added to a matrix means that number times the unit matrix. Since \(\frac52\gamma_2k^2=2\gamma_2\cdot\frac54\sum_ik_i^2\), the remainder is

\[
M=-2\gamma_2\sum_ik_i^2\left(J_i^2-\tfrac54\right)
-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\},
\qquad \operatorname{Tr}M=0 .
\tag{2}
\]

### Five matrices built from the spin

Five independent traceless matrices occur in (2): three symmetrized products, and two combinations of the squares, because \(J_x^2+J_y^2+J_z^2=15/4\) removes one of the three. We normalize them as

\[
\begin{aligned}
\Gamma_1&=\tfrac{2}{\sqrt3}\{J_y,J_z\},\quad
\Gamma_2=\tfrac{2}{\sqrt3}\{J_z,J_x\},\quad
\Gamma_3=\tfrac{2}{\sqrt3}\{J_x,J_y\},\\
\Gamma_4&=\tfrac{1}{\sqrt3}(J_x^2-J_y^2),\qquad
\Gamma_5=J_z^2-\tfrac54 .
\end{aligned}
\tag{3}
\]

Take the basis in the order \(m=3/2,1/2,-1/2,-3/2\). The raising operator \(J_+=J_x+iJ_y\) has elements \(\sqrt{15/4-m(m+1)}\) from \(m\) to \(m+1\). They are \(\sqrt3,2,\sqrt3\), in positions \((1,2),(2,3),(3,4)\). With \(J_-=J_+^\dagger\),

\[
J_x=\tfrac12(J_++J_-),\qquad J_y=\tfrac1{2i}(J_+-J_-).
\]

For \(\Gamma_4\) and \(\Gamma_3\), multiplying out gives

\[
J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2),\qquad
\{J_x,J_y\}=\tfrac1{4i}(J_+^2-J_-^2),
\]

because the mixed products \(J_+J_-\) and \(J_-J_+\) cancel in both. The nonzero elements of \(J_+^2\) are \(2\sqrt3\) in positions \((1,3)\) and \((2,4)\). Thus \(\Gamma_4\) has \(\frac1{\sqrt3}\cdot\frac12\cdot2\sqrt3=1\) in these places, and \(\Gamma_3\) has \(\frac2{\sqrt3}\cdot\frac{2\sqrt3}{4i}=-i\). The transposed places hold the complex conjugates.

For \(\Gamma_2\) and \(\Gamma_1\), let \(K=\{J_+,J_z\}\). Each element of \(J_+\) is multiplied by the mean of the two values of \(m\) that it connects. These means are \(1,0,-1\), so \(K\) has \(\sqrt3\) at \((1,2)\), zero at \((2,3)\) and \(-\sqrt3\) at \((3,4)\). Since

\[
\{J_z,J_x\}=\tfrac12(K+K^\dagger),\qquad
\{J_y,J_z\}=\tfrac1{2i}(K-K^\dagger),
\]

\(\Gamma_2\) has \(1\) and \(-1\) at \((1,2)\) and \((3,4)\), and \(\Gamma_1\) has \(-i\) and \(+i\) there. Finally, \(m^2-5/4\) takes the values \(1,-1,-1,1\).

These patterns are products of Pauli matrices. Let \(a\otimes b\) denote the \(4\times4\) matrix made of four blocks \(a_{rs}b\). Then

\[
\begin{aligned}
\Gamma_1&=\sigma_z\otimes\sigma_y,&
\Gamma_2&=\sigma_z\otimes\sigma_x,&
\Gamma_5&=\sigma_z\otimes\sigma_z,\\
\Gamma_3&=\sigma_y\otimes1,&
\Gamma_4&=\sigma_x\otimes1 .
\end{aligned}
\tag{4}
\]

### Why the five matrices anticommute

Block multiplication gives \((a\otimes b)(c\otimes d)=ac\otimes bd\). Each Pauli matrix squares to one and different Pauli matrices anticommute. Every \(\Gamma_a\) in (4) therefore squares to one. The products of different matrices fall into three groups.

Two members of the first row of (4) share the factor \(\sigma_z\), whose square is one. Their second factors are different Pauli matrices, so they anticommute. The two members of the second row anticommute through their first factors. For one member of each row, say \(\sigma_z\otimes b\) and \(c\otimes1\) with \(c=\sigma_x\) or \(\sigma_y\), the two products are \(\sigma_zc\otimes b\) and \(c\sigma_z\otimes b\), whose sum vanishes. This covers \(3+1+6=10\) pairs, which is all of them:

\[
\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}.
\tag{5}
\]

### The traceless part as a five-component vector

To insert the \(\Gamma_a\) in (2), the squares are needed separately. From the sum of the squares,

\[
J_x^2+J_y^2=\tfrac{15}4-J_z^2=\tfrac52-\Gamma_5,
\qquad J_x^2-J_y^2=\sqrt3\,\Gamma_4 .
\]

Half the sum and half the difference of these equations give

\[
J_x^2-\tfrac54=-\tfrac12\Gamma_5+\tfrac{\sqrt3}2\Gamma_4,\qquad
J_y^2-\tfrac54=-\tfrac12\Gamma_5-\tfrac{\sqrt3}2\Gamma_4 .
\]

Each symmetrized product is \(\frac{\sqrt3}{2}\) times its \(\Gamma\), so its coefficient becomes \(-4\gamma_3\cdot\frac{\sqrt3}2=-2\sqrt3\gamma_3\). Collecting terms, \(M=\sum_ad_a\Gamma_a\) with

\[
\begin{aligned}
d_1&=-2\sqrt3\gamma_3k_yk_z,\quad
d_2=-2\sqrt3\gamma_3k_zk_x,\quad
d_3=-2\sqrt3\gamma_3k_xk_y,\\
d_4&=-\sqrt3\gamma_2(k_x^2-k_y^2),\qquad
d_5=-\gamma_2(2k_z^2-k_x^2-k_y^2).
\end{aligned}
\tag{6}
\]

### The square

The components \(d_a\) are real numbers. In the double sum for \(M^2\), each product may be averaged with its reversed order, and (5) then leaves only equal indices:

\[
M^2=\tfrac12\sum_{a,b}d_ad_b(\Gamma_a\Gamma_b+\Gamma_b\Gamma_a)
=\sum_ad_a^2\equiv s^2,\qquad s\ge0 .
\tag{7}
\]

Define

\[
Q=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2 .
\]

The first three components contribute \(12\gamma_3^2Q\). For the other two, put \(x=k_x^2\), \(y=k_y^2\), \(z=k_z^2\) for the moment. Expansion gives

\[
\begin{aligned}
(2z-x-y)^2&+3(x-y)^2\\
&=4z^2+x^2+y^2-4xz-4yz+2xy+3x^2-6xy+3y^2\\
&=4(x^2+y^2+z^2-xy-yz-zx)\\
&=4\left[(x+y+z)^2-3(xy+yz+zx)\right].
\end{aligned}
\]

Thus \(d_4^2+d_5^2=4\gamma_2^2(k^4-3Q)\), and

\[
s^2=4\gamma_2^2(k^4-3Q)+12\gamma_3^2Q
=4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)Q .
\tag{8}
\]

### Eigenvalues and their degeneracy

If \(Mu=\mu u\) with \(u\ne0\), then \(M^2u=\mu^2u=s^2u\), so \(\mu=\pm s\). Let \(p\) of the four eigenvalues be \(+s\) and \(q\) be \(-s\). Then \(p+q=4\), while the zero trace requires \((p-q)s=0\). For \(s>0\) this gives \(p=q=2\). Adding the average energy and restoring \(A\),

\[
E_\mp=A\left[\gamma_1k^2\mp
\sqrt{4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)Q}\right],
\tag{9}
\]

each value occurring twice. The minus sign gives the lower hole energy at a given \(\mathbf k\), called the heavy hole; the plus sign gives the light hole.

The two pairs coincide where \(s=0\). The bracket \(k^4-3Q\) is one quarter of a sum of squares, so both terms in the first form of (8) are non-negative and must vanish separately. If \(\gamma_2\) and \(\gamma_3\) are both nonzero, this requires \(k=0\). If only \(\gamma_2\) vanishes, the pairs coincide along the cubic axes, where \(Q=0\). If only \(\gamma_3\) vanishes, they coincide where \(k_x^2=k_y^2=k_z^2\), along the \([111]\) family. If both vanish, they coincide everywhere.

The twofold degeneracy can be lost when terms linear in \(J\) are present. A magnetic term \(cJ_z\), added at \(\mathbf k\parallel z\), shifts the states \(m=\pm3/2\) by \(\pm3c/2\) and separates them.

### The states belonging to each energy

Matrix elements need the states as well. For \(s>0\) define

\[
P_\pm=\tfrac12\left(1\pm\frac Ms\right).
\tag{10}
\]

Because \(M^2=s^2\), one finds \(P_\pm^2=\frac14(2\pm2M/s)=P_\pm\) and \(MP_\pm=\frac12(M\pm s)=\pm sP_\pm\). Thus \(P_+\) projects on the light-hole pair and \(P_-\) on the heavy-hole pair. Any nonzero column of \(P_\pm\) is an eigenvector, and no numerical diagonalization is needed to obtain it.

## Second half: warping, a silicon example and the limits

### Symbols and results carried over

Hole energy is positive, \(A=\hbar^2/2m_0\), and \(\gamma_1,\gamma_2,\gamma_3\) are the Luttinger parameters. The four-band energies, each doubly degenerate for \(s>0\), are

\[
E_\mp=A(\gamma_1k^2\mp s),\qquad
s^2=4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)Q,
\]

with \(Q=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2\). The root \(s\) is the length of the vector \(d_a\) in (6), which multiplies five anticommuting matrices \(\Gamma_a\). One of them is \(\Gamma_5=J_z^2-5/4\).

### Masses that depend on direction

Both \(k^2\) and \(s\) scale as the square of the length of \(\mathbf k\). Along a fixed direction \(\mathbf n\) each band is therefore a parabola, \(E=\hbar^2k^2/2m(\mathbf n)\), with the radial mass

\[
\frac{m_\mp(\mathbf n)}{m_0}=\frac1{\gamma_1\mp s/k^2}.
\tag{11}
\]

Since \(0\le Q\le k^4/3\), the ratio \(s/k^2\) lies between \(2|\gamma_2|\) and \(2|\gamma_3|\). Three directions give simple values:

\[
\frac s{k^2}=
\begin{cases}
2|\gamma_2| & [001],\quad Q=0,\\
\sqrt{\gamma_2^2+3\gamma_3^2} & [110],\quad Q=k^4/4,\\
2|\gamma_3| & [111],\quad Q=k^4/3 .
\end{cases}
\tag{12}
\]

Both masses are positive in every direction if \(\gamma_1>2\max(|\gamma_2|,|\gamma_3|)\). Otherwise the heavy-hole energy is zero or negative in some direction, and \(\mathbf k=0\) is not an isolated band edge in this model.

If \(\gamma_2^2=\gamma_3^2\), the surfaces of constant energy are spheres. In any other case they are warped, and an ellipsoid cannot replace them. The energy is unchanged when components of \(\mathbf k\) change sign or are interchanged. A quadratic form with the first property has no cross terms, and with the second it has equal coefficients, so it is proportional to \(k^2\) and has no direction dependence.

The four-band model gives two doubly degenerate hole energies in closed form, with masses that depend on direction unless \(\gamma_2^2=\gamma_3^2\). What remains is to find the velocity and density of states, to work through a silicon example, and to see where the split-off band, temperature, strain and confinement limit the formula.
